# Is the minimum polarizability principle a theorem?: verification in Python

```python
"""
Result under test: a minimum of the energy need not be a minimum of the static
electronic polarizability alpha = -d2E/dF2 (clamped nuclei).

Two-state model, atomic units: dipoles +d/2 and -d/2, detuning eps, coupling -t,
    alpha = d^2 t^2 / (4 (eps^2/4 + t^2)^(3/2)).
With eps = g q and elastic energy k q^2/2, the point q = 0 has the largest alpha
and is the energy minimum when k > g^2/(4 t).
Molecules: H2 (full CI), butadiene torsion, and propene against cyclopropane
(Hartree-Fock, coupled-perturbed polarizabilities).
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo, mp, lib

lib.num_threads(1)
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
KJMOL = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)

# ---------------------------------------------------------------- model
d, t, g = 4.0, 0.10, 0.40
k_stiff, k_soft = 0.80, 0.20


def model_energy(eps, coupling, field=0.0):
    x = (eps - d * field) / 2
    return np.linalg.eigvalsh([[x, -coupling], [-coupling, -x]])[0]


def model_alpha_numeric(eps, coupling, f=2e-4):
    return -(model_energy(eps, coupling, f) + model_energy(eps, coupling, -f)
             - 2 * model_energy(eps, coupling)) / f**2


def model_alpha(eps, coupling):
    return d**2 * coupling**2 / (4 * (eps**2 / 4 + coupling**2)**1.5)


for eps_test in (0.0, 0.15, 0.4):
    for t_test in (0.05, 0.1, 0.3):
        assert np.isclose(model_alpha_numeric(eps_test, t_test),
                          model_alpha(eps_test, t_test), rtol=1e-3)

k_critical = g**2 / (4 * t)
q_grid = np.linspace(0, 2, 2001)
electronic = np.array([model_energy(g * q, t) for q in q_grid])
alpha_grid = np.array([model_alpha_numeric(g * q, t) for q in q_grid])
i_stiff = np.argmin(electronic + k_stiff * q_grid**2 / 2)
i_soft = np.argmin(electronic + k_soft * q_grid**2 / 2)
q_soft = 2 / g * np.sqrt((g**2 / (4 * k_soft))**2 - t**2)
assert i_stiff == 0 and np.argmax(alpha_grid) == 0
assert abs(q_grid[i_soft] - q_soft) < 2e-3
assert alpha_grid[i_soft] < alpha_grid[0]
# the stability threshold, approached from both sides
for factor, stays_at_zero in ((1.02, True), (0.98, False)):
    total = electronic + factor * k_critical * q_grid**2 / 2
    assert (np.argmin(total) == 0) == stays_at_zero

eps_torsion = 0.40
best = minimize_scalar(lambda c: -model_alpha_numeric(eps_torsion, c),
                       bounds=(0.05, 0.8), method="bounded")
t_turn = eps_torsion / np.sqrt(2)
assert abs(best.x - t_turn) < 2e-3
torsion_angles = (0, 30, 60)
torsion_rows = []
for angle in torsion_angles:
    c = t * np.cos(np.radians(angle))
    torsion_rows.append((angle, model_energy(eps_torsion, c),
                         model_alpha_numeric(eps_torsion, c)))
assert torsion_rows[0][1] < torsion_rows[1][1] < torsion_rows[2][1]
assert torsion_rows[0][2] > torsion_rows[1][2] > torsion_rows[2][2]

print("MODEL (atomic units)")
print(f"d = {d:.2f}, t = {t:.2f}, g = {g:.2f}")
print(f"critical spring constant = {k_critical:.3f}")
print(f"stiff k = {k_stiff:.2f}: q_min = {q_grid[i_stiff]:.3f}, "
      f"alpha = {alpha_grid[i_stiff]:.3f}")
print(f"soft  k = {k_soft:.2f}: |q_min| = {q_soft:.3f}, "
      f"alpha = {model_alpha(g * q_soft, t):.3f}")
print(f"torsion: eps = {eps_torsion:.2f}, t0 = {t:.2f}, "
      f"alpha turns at t = {t_turn:.4f}")
for angle, energy, alpha in torsion_rows:
    print(f"  theta {angle:2d} deg: E = {energy:.5f}, alpha = {alpha:.3f}")


# ---------------------------------------------------------------- H2, full CI
def h2_hamiltonian(distance):
    mol = gto.M(atom=[["H", (0, 0, -distance / 2)], ["H", (0, 0, distance / 2)]],
                unit="Bohr", basis="aug-cc-pvdz", verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = s_vec / np.sqrt(s_val)
    n = x.shape[1]
    h = x.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    r = [x.T @ component @ x for component in mol.intor("int1e_r")]
    eri = ao2mo.restore(1, ao2mo.full(mol.intor("int2e", aosym="s8"), x), n)
    one = np.eye(n)
    ham = np.kron(h, one) + np.kron(one, h)
    ham += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    dip = [np.kron(m, one) + np.kron(one, m) for m in r]
    return ham + np.eye(n * n) / distance, dip


def h2_energy(distance):
    return np.linalg.eigvalsh(h2_hamiltonian(distance)[0])[0]


def h2_response(distance):
    ham, dip = h2_hamiltonian(distance)
    level, state = np.linalg.eigh(ham)
    gap = level[1:] - level[0]
    strength = [(state[:, 1:].T @ (m @ state[:, 0]))**2 for m in dip]
    alpha = np.array([2 * np.sum(w / gap) for w in strength])
    return level[0], alpha, gap, strength, ham, dip


r_eq = minimize_scalar(h2_energy, bounds=(1.2, 1.7), method="bounded",
                       options={"xatol": 1e-4}).x
h2_rows = []
for scale in (0.9, 1.0, 1.1):
    result = h2_response(scale * r_eq)
    h2_rows.append((scale * r_eq, result[0], result[1].mean()))
    if scale == 1.0:
        e_h2, alpha_h2, gap_h2, strength_h2, ham_h2, dip_h2 = result
assert h2_rows[1][1] < min(h2_rows[0][1], h2_rows[2][1])
assert h2_rows[0][2] < h2_rows[1][2] < h2_rows[2][2]
slope = ((h2_response(r_eq + 0.01)[1].mean()
          - h2_response(r_eq - 0.01)[1].mean()) / 0.02)
assert slope > 0.1

field = 0.002
e_plus = np.linalg.eigvalsh(ham_h2 + field * dip_h2[2])[0]
e_minus = np.linalg.eigvalsh(ham_h2 - field * dip_h2[2])[0]
alpha_field = -(e_plus + e_minus - 2 * e_h2) / field**2
assert np.isclose(alpha_field, alpha_h2[2], rtol=2e-3)

w_z = strength_h2[2]
variance = (np.linalg.norm(dip_h2[2] @ np.linalg.eigh(ham_h2)[1][:, 0]))**2
oscillator_sum = 2 * np.sum(gap_h2 * w_z)
first_gap = gap_h2[w_z > 1e-8][0]
lower = 4 * variance**2 / oscillator_sum
upper = 2 * variance / first_gap
assert lower <= alpha_field * 1.001 and alpha_field <= upper * 1.001

print("H2, full CI / aug-cc-pVDZ")
for distance, energy, alpha in h2_rows:
    print(f"  R = {distance:.4f} bohr: E - E_eq = "
          f"{(energy - e_h2) * KJMOL:.2f} kJ/mol, alpha = {alpha:.3f} a.u.")
print(f"d(alpha)/dR at R_e = {slope:.3f} a.u./bohr")
print(f"axial alpha: states {alpha_h2[2]:.4f}, field {alpha_field:.4f} a.u.")
print(f"axial bounds: {lower:.4f} to {upper:.4f} a.u.")
print(f"variance = {variance:.4f} a.u., S = {oscillator_sum:.4f}, "
      f"first gap = {first_gap:.4f} hartree")


# ---------------------------------------------------------------- geometry
def place(a, b, c, length, angle, dihedral):
    """Atom bonded to a, with angle to b and dihedral to c (degrees)."""
    theta, phi = np.radians([angle, dihedral])
    axis = (a - b) / np.linalg.norm(a - b)
    normal = np.cross(b - c, axis)
    normal /= np.linalg.norm(normal)
    side = np.cross(normal, axis)
    return a + length * (-np.cos(theta) * axis + np.sin(theta)
                         * (np.cos(phi) * side + np.sin(phi) * normal))


double, single_propene, single_butadiene = 1.32, 1.50, 1.47
ch, ch_methyl = 1.08, 1.09
ccc, cch_end, cch_mid, cch_methyl = 124.5, 121.5, 119.0, 111.0


def vinyl_hydrogens(end, middle, neighbour):
    cis = place(end, middle, neighbour, ch, cch_end, 0)
    trans = place(end, middle, neighbour, ch, cch_end, 180)
    inner = place(middle, end, cis, ch, cch_mid, 180)
    return [cis, trans, inner]


def carbon_frame(single):
    c2 = np.zeros(3)
    c3 = np.array([single, 0.0, 0.0])
    a = np.radians(ccc)
    c1 = double * np.array([np.cos(a), np.sin(a), 0.0])
    return c1, c2, c3


def atom_list(carbons, hydrogens):
    return [["C", tuple(p)] for p in carbons] + [["H", tuple(p)] for p in hydrogens]


def propene():
    c1, c2, c3 = carbon_frame(single_propene)
    hydrogens = vinyl_hydrogens(c1, c2, c3)
    hydrogens += [place(c3, c2, c1, ch_methyl, cch_methyl, p) for p in (0, 120, -120)]
    return atom_list([c1, c2, c3], hydrogens)


def butadiene(torsion):
    c1, c2, c3 = carbon_frame(single_butadiene)
    c4 = place(c3, c2, c1, double, ccc, torsion)
    return atom_list([c1, c2, c3, c4],
                     vinyl_hydrogens(c1, c2, c3) + vinyl_hydrogens(c4, c3, c2))


def cyclopropane(parameters):
    """Parameters: CC and CH lengths in angstrom, HCH angle in radians."""
    cc, ch_ring, hch = parameters
    carbons, hydrogens = [], []
    for phi in 2 * np.pi * np.arange(3) / 3:
        radial = np.array([np.cos(phi), np.sin(phi), 0.0])
        carbon = cc / np.sqrt(3) * radial
        carbons.append(carbon)
        for sign in (1, -1):
            hydrogens.append(carbon + ch_ring * (
                np.cos(hch / 2) * radial
                + sign * np.sin(hch / 2) * np.array([0, 0, 1.0])))
    return atom_list(carbons, hydrogens)


def coordinates(atoms):
    return np.array([position for _, position in atoms])


# ---------------------------------------------------------------- Hartree-Fock
def hartree_fock(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def polarizability(mf):
    """Coupled-perturbed Hartree-Fock tensor from the full orbital Hessian."""
    n_occ = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
    n_vir = vir.shape[1]
    vovo = ao2mo.general(mf._eri, (vir, occ, vir, occ), compact=False)
    vovo = vovo.reshape(n_vir, n_occ, n_vir, n_occ)
    vvoo = ao2mo.general(mf._eri, (vir, vir, occ, occ), compact=False)
    vvoo = vvoo.reshape(n_vir, n_vir, n_occ, n_occ)
    hessian = 4 * vovo - vvoo.transpose(0, 2, 1, 3) - vovo.transpose(0, 3, 2, 1)
    hessian = hessian.reshape(n_vir * n_occ, n_vir * n_occ)
    gaps = mf.mo_energy[n_occ:, None] - mf.mo_energy[None, :n_occ]
    hessian = hessian + np.diag(gaps.ravel())
    dip = np.array([(vir.T @ m @ occ).ravel() for m in mf.mol.intor("int1e_r")])
    return 4 * dip @ np.linalg.solve(hessian, dip.T)


def finite_field_zz(mf, strength=0.003):
    z = mf.mol.intor("int1e_r")[2]
    core = mf.get_hcore()
    moments = []
    for f in (strength, -strength):
        trial = scf.RHF(mf.mol)
        trial._eri = mf._eri
        trial.conv_tol = 1e-10
        trial.get_hcore = lambda *args, f=f: core + f * z
        trial.kernel(dm0=mf.make_rdm1())
        assert trial.converged
        moments.append(-np.sum(trial.make_rdm1() * z))
    return (moments[0] - moments[1]) / (2 * strength)


# butadiene: torsion 180 degrees is the planar s-trans form
butadiene_rows = []
for torsion in (180, 150, 90):
    mf = hartree_fock(butadiene(torsion), "6-31+g*")
    tensor = polarizability(mf)
    butadiene_rows.append((torsion, mf.e_tot, np.trace(tensor) / 3,
                           np.linalg.eigvalsh(tensor)[-1]))
assert butadiene_rows[0][1] < min(row[1] for row in butadiene_rows[1:])
assert butadiene_rows[0][2] > max(row[2] for row in butadiene_rows[1:])

print("GEOMETRY INPUT (angstrom, degrees)")
print(f"C=C {double:.2f}; C-C propene {single_propene:.2f}, "
      f"butadiene {single_butadiene:.2f}")
print(f"C-H {ch:.2f}, methyl C-H {ch_methyl:.2f}; C=C-C {ccc:.1f}")
print(f"C=C-H end {cch_end:.1f}, middle {cch_mid:.1f}; "
      f"C-C-H methyl {cch_methyl:.1f}")
print("BUTADIENE, HF/6-31+G*, rigid torsion")
for torsion, energy, mean, largest in butadiene_rows:
    print(f"  {torsion:3d} deg: dE = "
          f"{(energy - butadiene_rows[0][1]) * KJMOL:.2f} kJ/mol, "
          f"mean alpha = {mean:.2f}, largest = {largest:.2f} a.u.")


# cyclopropane: one Newton step in its three symmetry-allowed parameters
def ring_gradient(parameters):
    mf = hartree_fock(cyclopropane(parameters), "6-31g*")
    cartesian = mf.nuc_grad_method().kernel()
    result = []
    for shift in 1e-4 * np.eye(3):
        tangent = (coordinates(cyclopropane(parameters + shift))
                   - coordinates(cyclopropane(parameters - shift))) / 2e-4
        result.append(np.sum(cartesian * tangent) / BOHR)
    return np.array(result)


start = np.array([1.50, 1.08, np.radians(114.0)])
gradient = ring_gradient(start)
force = np.array([(ring_gradient(start + shift) - gradient) / 0.01
                  for shift in 0.01 * np.eye(3)])
force = (force + force.T) / 2
assert np.linalg.eigvalsh(force)[0] > 0
newton_step = -np.linalg.solve(force, gradient)
assert np.max(np.abs(newton_step)) < 0.03
relaxation = -0.5 * gradient @ newton_step
ring = start + newton_step

isomer_basis = {"C": gto.basis.load("6-31+g*", "C") + [[2, [0.2, 1.0]]],
                "H": "6-31g"}
mf_propene = hartree_fock(propene(), isomer_basis)
mf_ring = hartree_fock(cyclopropane(ring), isomer_basis)
tensor_propene, tensor_ring = polarizability(mf_propene), polarizability(mf_ring)
alpha_propene, alpha_ring = np.trace(tensor_propene) / 3, np.trace(tensor_ring) / 3
ring_field = finite_field_zz(mf_ring)
assert np.isclose(ring_field, tensor_ring[2, 2], rtol=3e-3)

gap_hf = (mf_ring.e_tot - mf_propene.e_tot) * KJMOL
correlation_propene = mp.MP2(mf_propene).kernel()[0]
correlation_ring = mp.MP2(mf_ring).kernel()[0]
gap_mp2 = gap_hf + (correlation_ring - correlation_propene) * KJMOL
assert gap_hf > relaxation * KJMOL
assert alpha_propene > alpha_ring

print("C3H6 ISOMERS, HF/6-31+G* plus diffuse d on C (exponent 0.2)")
print(f"cyclopropane: CC {ring[0]:.4f}, CH {ring[1]:.4f} angstrom, "
      f"HCH {np.degrees(ring[2]):.2f} deg")
print(f"predicted ring relaxation = {relaxation * KJMOL:.3f} kJ/mol")
print(f"E(HF): propene {mf_propene.e_tot:.6f}, "
      f"cyclopropane {mf_ring.e_tot:.6f} hartree")
print(f"E(cyclopropane) - E(propene): HF {gap_hf:.2f}, MP2 {gap_mp2:.2f} kJ/mol")
for name, value in (("propene", alpha_propene), ("cyclopropane", alpha_ring)):
    print(f"mean alpha {name}: {value:.2f} a.u. = {value * BOHR**3:.3f} angstrom^3")
print(f"ring alpha_zz: coupled {tensor_ring[2, 2]:.3f}, "
      f"finite field {ring_field:.3f} a.u.")
print("all tests passed")
```

It prints:

```
MODEL (atomic units)
d = 4.00, t = 0.10, g = 0.40
critical spring constant = 0.400
stiff k = 0.80: q_min = 0.000, alpha = 40.000
soft  k = 0.20: |q_min| = 0.866, alpha = 5.000
torsion: eps = 0.40, t0 = 0.10, alpha turns at t = 0.2828
  theta  0 deg: E = -0.22361, alpha = 3.578
  theta 30 deg: E = -0.21794, alpha = 2.898
  theta 60 deg: E = -0.20616, alpha = 1.141
H2, full CI / aug-cc-pVDZ
  R = 1.2954 bohr: E - E_eq = 11.57 kJ/mol, alpha = 4.638 a.u.
  R = 1.4394 bohr: E - E_eq = 0.00 kJ/mol, alpha = 5.248 a.u.
  R = 1.5833 bohr: E - E_eq = 8.38 kJ/mol, alpha = 5.884 a.u.
d(alpha)/dR at R_e = 4.335 a.u./bohr
axial alpha: states 6.8017, field 6.8019 a.u.
axial bounds: 6.3422 to 7.8157 a.u.
variance = 1.7929 a.u., S = 2.0274, first gap = 0.4588 hartree
GEOMETRY INPUT (angstrom, degrees)
C=C 1.32; C-C propene 1.50, butadiene 1.47
C-H 1.08, methyl C-H 1.09; C=C-C 124.5
C=C-H end 121.5, middle 119.0; C-C-H methyl 111.0
BUTADIENE, HF/6-31+G*, rigid torsion
  180 deg: dE = 0.00 kJ/mol, mean alpha = 51.32, largest = 84.65 a.u.
  150 deg: dE = 8.09 kJ/mol, mean alpha = 50.47, largest = 79.89 a.u.
   90 deg: dE = 24.45 kJ/mol, mean alpha = 47.30, largest = 62.45 a.u.
C3H6 ISOMERS, HF/6-31+G* plus diffuse d on C (exponent 0.2)
cyclopropane: CC 1.4972, CH 1.0757 angstrom, HCH 114.03 deg
predicted ring relaxation = 0.236 kJ/mol
E(HF): propene -117.077039, cyclopropane -117.061310 hartree
E(cyclopropane) - E(propene): HF 41.29, MP2 26.31 kJ/mol
mean alpha propene: 37.63 a.u. = 5.576 angstrom^3
mean alpha cyclopropane: 32.96 a.u. = 4.884 angstrom^3
ring alpha_zz: coupled 30.195, finite field 30.197 a.u.
all tests passed
```
